# Why Truncated Force Constants Can Gap a Wire and Kill Its Conductance

A thin wire or a single polymer chain connects two heat baths at a few kelvin. At such temperatures heat travels in sound waves much longer than the atomic spacing. A perfect free wire carries them at any frequency down to zero, and its ballistic conductance falls only linearly with temperature. Now suppose that the force constants between distant atoms are deleted and nothing else is adjusted. The computed conductance can then collapse exponentially on cooling. The deleted couplings may have been below one per cent of the stiffness. This section traces how so small an error does so much damage, when it does not, and how to repair it.

## What truncation does to a spring

Let $u_i$ be the displacement of atom $i$ from equilibrium. In the harmonic approximation the force on it is

$$f_i=-\sum_j \Phi_{ij}u_j ,$$

where $j$ runs over all atoms, including $i$. If the wire is free, moving every atom by the same vector $e$ changes no distance and produces no force. Since $e$ is arbitrary,

$$\sum_j\Phi_{ij}=0 .$$

This is the acoustic sum rule. It ties the self term to the couplings: $\Phi_{ii}=-\sum_{j\ne i}\Phi_{ij}$.

Write $\Phi_{ij}=-B_{ij}$ for $j\neq i$, with $B_{ij}$ a symmetric spring matrix, as for springs between pairs of atoms. One bond then has the energy

$$\tfrac12(u_i-u_j)^TB_{ij}(u_i-u_j)=\tfrac12u_i^TB_{ij}u_i+\tfrac12u_j^TB_{ij}u_j-u_i^TB_{ij}u_j .$$

The first two terms belong to the self terms, the last to the coupling. Suppose that the coupling is deleted and the self terms are left alone. The first two terms survive. The spring has not been removed: it has been replaced by two springs, each tying one atom to a fixed point in space. Atom $i$ thus acquires the residual stiffness

$$S_i=\sum_{j\ \rm deleted}B_{ij},$$

and a rigid shift $e$ now produces the force $-S_ie$. The wire is pinned to an invisible frame.

## The gap in a simple chain

Take one atom of mass $M$ per period $a$, moving along the wire, with springs $K_r$ to the $r$-th neighbours. The self term is $\Phi_0=\sum_{\rm all}2K_r$, because there is one such neighbour on each side. After truncation,

$$M\ddot u_n=-\Phi_0u_n+\sum_{\rm kept}K_r(u_{n+r}+u_{n-r}).$$

Insert $u_n\propto e^{i(qna-\omega t)}$. The two neighbours together give $2\cos(rqa)$, so

$$M\omega^2=\Phi_0-\sum_{\rm kept}2K_r\cos(rqa).$$

Splitting $\Phi_0$ into kept and deleted parts gives

$$M\omega^2=S+\sum_{\rm kept}2K_r\,[1-\cos(rqa)],\qquad S=\sum_{\rm deleted}2K_r .$$

If the kept springs are nonnegative, the bracketed sum is never negative and vanishes at $q=0$. The lowest frequency is then

$$\omega_0=\sqrt{S/M}\qquad (S>0).$$

For long waves $1-\cos(rqa)\simeq (rqa)^2/2$, and

$$\omega^2\simeq\omega_0^2+v^2q^2,\qquad v^2=\frac{a^2}{M}\sum_{\rm kept}r^2K_r .$$

This shows why a small error matters. The true restoring force of a sound wave vanishes as $q^2$, whereas the spurious one is constant. However small $S$ is, it dominates for $q<\omega_0/v$, which is where the heat carriers are found at low temperature.

For numbers, take $M=14$ u, $a=0.127$ nm and $K_1,K_2,K_3=300,10,2$ N/m. The original self term is $2(300+10+2)=624$ N/m. Deleting the third-neighbour coupling leaves $S=2\times2=4$ N/m, or 0.64 % of the self term. The gap is $\omega_0=\sqrt{(4\ \mathrm{N/m})/(14\ \mathrm u)}=1.31\times10^{13}$ rad/s, which is 8.63 meV, or 100 K when divided by $k_B$.

The top of the band hardly notices: it moves from 150.04 to 149.79 meV. At $qa=\pi$ only odd neighbours contribute, so the intact top obeys $M\omega_{\rm top}^2=4(K_1+K_3)=1208$ N/m. Hence $(\omega_0/\omega_{\rm top})^2=4/1208=0.0033$, but $\omega_0/\omega_{\rm top}=0.058$. The square root turns a stiffness error of a third of a per cent into a gap of 6 % of the bandwidth. A plot of the whole spectrum can look good while its lowest part is wrong.

## Several atoms per cell

In a general wire the truncated force-constant matrix at wave number $q$ is $\Phi^{\rm kept}(q)+S$. Here $\Phi^{\rm kept}$ has self terms built from the kept bonds, and $S$ is block diagonal with blocks $S_i$. The lowest squared frequency at given $q$ is the minimum over $u$ of

$$\frac{u^\dagger[\Phi^{\rm kept}(q)+S]u}{\sum_i m_i|u_i|^2}.$$

Assume that the kept bonds alone form a stable wire, so that $\Phi^{\rm kept}(q)$ has no negative eigenvalue, and that each $S_i$ is positive definite. Dropping the first term can only lower the quotient. In the second, $u_i^\dagger S_iu_i\ge\lambda_{\min}(S_i)|u_i|^2$, where $\lambda_{\min}$ is the smallest eigenvalue. This gives a lower bound valid at every $q$. A rigid shift $u_i=e$ at $q=0$ gives an upper bound, because $\Phi^{\rm kept}(0)$ then contributes nothing. Together,

$$\min_i\frac{\lambda_{\min}(S_i)}{m_i}\le\omega_{\min}^2\le\frac{\lambda_{\min}\!\left(\sum_iS_i\right)}{M_{\rm cell}} .$$

The lower bound proves that every branch is gapped. The upper bound is also the first-order estimate of the lowest squared frequency at $q=0$ when the rigid shifts are the zero modes of the kept wire: first-order perturbation theory evaluates $S$ in precisely those modes. The neglected terms are of second order in $S$.

A wire with three atoms per cell and random positive definite spring matrices illustrates this. Bonds reaching the second cell were weak, and their couplings were deleted. In model units the lower bound was 0.01085, while the minimum over $q$ and the rigid-shift estimate were both 0.02055. Halving the residual reduced the summed error of the estimate for the three lowest $q=0$ modes by a factor 3.99, as a second-order error requires.

The translational rule protects three branches. Unless all its atoms lie on one straight line, a free wire has a fourth acoustic branch, torsion, which at $q=0$ is a rigid rotation about the axis. Its zero frequency requires rotational invariance as well. The random wire, built without that invariance, had three zero modes before truncation, not four.

## From the gap to the conductance

In the Landauer picture, a right-moving mode in the interval $dq$ carries the heat current $\hbar\omega\,n_B\,(d\omega/dq)\,dq/2\pi=\hbar\omega\,n_B\,d\omega/2\pi$, with $n_B=1/(e^{\hbar\omega/k_BT}-1)$. The velocity cancels against the density of states. Subtracting the opposite current from a slightly colder bath gives the conductance

$$G=\frac1{2\pi}\int_0^\infty\hbar\omega\,\mathcal T(\omega)\,\frac{\partial n_B}{\partial T}\,d\omega .$$

In a perfect periodic wire with matching leads, $\mathcal T$ is the number of right-moving modes at $\omega$. The Green-function expression is

$$\mathcal T=\mathrm{Tr}[\Gamma_L\,g\,\Gamma_R\,g^\dagger],\qquad \Gamma=i(\Sigma-\Sigma^\dagger),$$

where $g$ is the retarded response of a section of the wire and $\Sigma$ the reaction of a lead on it. $\Gamma$ measures the power that a lead carries away. In the gap a truncated lead has no travelling wave, so it carries none away and $\mathcal T=0$.

Above the gap $\mathcal T=1$ in our chain. With $\theta=qa$, the slope of $M\omega^2$ for the kept springs is $\sin\theta\,(2K_1+8K_2\cos\theta)$. It is positive for $0<\theta<\pi$ because $K_1>4K_2$, so each frequency in the band has one right-moving mode.

Now set $x=\hbar\omega/k_BT$. Then $\partial n_B/\partial T=(x/T)\,e^x/(e^x-1)^2$, $\hbar\omega=k_BTx$ and $d\omega=(k_BT/\hbar)\,dx$. With $h=2\pi\hbar$,

$$G=\frac{k_B^2T}{h}\int_{x_0}^{x_{\rm top}}\frac{x^2e^x}{(e^x-1)^2}\,dx,\qquad x_0=\frac{\hbar\omega_0}{k_BT}.$$

Differentiating the geometric series $1/(e^x-1)=\sum_{l\ge1}e^{-lx}$ gives $e^x/(e^x-1)^2=\sum_l l\,e^{-lx}$. Two integrations by parts of each term yield

$$F(x_0)\equiv\int_{x_0}^{\infty}\frac{x^2e^x}{(e^x-1)^2}\,dx=\sum_{l=1}^{\infty}e^{-lx_0}\left(x_0^2+\frac{2x_0}{l}+\frac2{l^2}\right),$$

and therefore $G=(k_B^2T/h)[F(x_0)-F(x_{\rm top})]$. At low temperature the top of the band is irrelevant. Without a gap, $F(0)=2\sum_l l^{-2}=\pi^2/3$, so

$$G_{\rm intact}=\frac{\pi^2k_B^2T}{3h}$$

per channel, whatever the sound speed. With a gap and $x_0\gg1$, the term $l=1$ dominates:

$$\frac{G_{\rm cut}}{G_{\rm intact}}\simeq\frac3{\pi^2}(x_0^2+2x_0+2)\,e^{-x_0}.$$

The exponential is the thermal population of the lowest mode left. At 5 K the example has $x_0=100.19/5=20.04$. The bracket is $401.5+40.1+2=443.6$ and $e^{-x_0}=1.98\times10^{-9}$, so the ratio is $0.304\times443.6\times1.98\times10^{-9}=2.7\times10^{-7}$.

| $T$ (K) | intact (pW/K) | truncated (pW/K) | ratio |
|---|---|---|---|
| 5 | 4.73 | $1.27\times10^{-6}$ | $2.7\times10^{-7}$ |
| 10 | 9.46 | 0.0157 | 0.0017 |
| 20 | 18.9 | 1.43 | 0.076 |
| 300 | 272 | 243 | 0.89 |

At 5, 10 and 20 K, integrating the Green-function transmission on a uniform grid from zero to $3\omega_0$ reproduced the truncated values within 1.5 %. The grid was scaled with $\omega_0$, but the transmission on it was computed without the gap formula.

The last row explains how the fault can escape notice at room temperature. For small $x$ the integrand is close to 1, so the gap removes a strip of area about $x_0=0.33$ from a total of 3.15, which is $\pi^2/3=3.29$ less the part above the top of the band. The loss is about a tenth.

## How small must the residual be?

The same strip argument gives a tolerance. For $x_0\ll1$ the fractional loss is $\varepsilon\simeq3x_0/\pi^2$. With $x_0=\hbar\sqrt{S/M}/k_BT$,

$$S\simeq M\left(\frac{\pi^2\varepsilon}{3}\,\frac{k_BT}{\hbar}\right)^2 .$$

The tolerance shrinks as $T^2$ and as $\varepsilon^2$. At 5 K, $x_0=1$ corresponds to $S=0.010$ N/m, only $3.3\times10^{-5}$ of $K_1$, and the conductance is already down to 0.70 of its proper value. For a loss of 1 % one needs $x_0=0.033$, hence $S\approx0.010\times0.033^2\approx1\times10^{-5}$ N/m. Extending the cutoff until the residual is that small can be costly. Imposing the sum rule is the better course.

## The repair

After truncation, recompute each self term from the couplings that remain:

$$\Phi_{ii}=-\sum_{j\ne i,\ \rm kept}\Phi_{ij}.$$

Every spurious spring to the fixed frame is then removed. In the chain the self term becomes $2(300+10)=620$ N/m, $S$ vanishes, and the transmission returns to 1 within $10^{-5}$ over the sampled range up to $3\omega_0$.

What remains is an ordinary truncation error. The sum $\sum r^2K_r$ falls from $300+40+18=358$ to 340 N/m, and the sound speed from 15.76 to 15.36 km/s, a change of 2.5 %. The low-temperature conductance is unaffected, because the velocity cancelled in the current.

The repair has conditions. The kept bonds must form a stable wire by themselves; otherwise the cutoff must be extended or the force constants refitted under the sum rule. The self terms must be rebuilt for the final assembled structure, leads and junction together. With angle or torsion forces the matrices $\Phi_{ij}$ need not be symmetric, and the rebuilt self term may not be symmetric either; the force constants must then be refitted with the sum rule and the symmetry $\Phi_{ij}=\Phi_{ji}^T$ imposed together. Torsion and bending also need a check of rotational invariance. Without it a bending branch can lose its proper long-wave form $\omega\propto q^2$, or even become unstable, although the translational rule holds.

The frame may also be real. A chain on a substrate held fixed in the calculation has physical self terms that the couplings within the chain do not cancel. If they pin the chain, the resulting gap belongs to that model. Erasing it would be an error. If the substrate atoms can move, the sum rule applies to chain and substrate together.

## When the residual is negative

Some force constants correspond to negative springs. If the deleted ones make $S<0$, then $\omega^2(0)=S/M<0$: a uniform displacement grows exponentially, and the wire is unstable instead of gapped. If $|S|$ is small, the kept springs raise $\omega^2$ through zero as $q$ increases, at a finite $q_c$ with $vq_c\simeq\sqrt{|S|/M}$. Beyond $q_c$ there is a real branch starting at $\omega=0$, and at each small frequency it supplies one right-moving mode.

Changing the third spring to $-2$ N/m and truncating as before gives $M\omega^2(0)=-4$ N/m. Yet the transmission was 1.0000 at all twelve frequencies sampled between $0.05\,\omega_0$ and $0.9\,\omega_0$, with $\omega_0$ the gap of the earlier case. The Landauer integral would return a normal-looking conductance for a wire that has no thermal equilibrium. A correct low-temperature slope is therefore no proof of sound force constants; the squared frequencies near $q=0$ must be inspected too.

## When only the junction is faulty

An exponential law that persists down to $T=0$ requires that at least one lead be gapped. Suppose instead that a truncated segment lies between intact leads. A long stretching wave sees a lead as a damper: the force is proportional to velocity, hence to $\omega$ at fixed amplitude. Both $\Gamma_L$ and $\Gamma_R$ are then proportional to $\omega$. The pinned segment has a finite static response, so $g$ tends to a constant and $\mathcal T\simeq C\omega^2$ at low enough frequency. Inserting this into the heat integral adds a factor $C(k_BT/\hbar)^2x^2$, and

$$G\simeq\frac{k_B^2T}{h}\,C\left(\frac{k_BT}{\hbar}\right)^2\int_0^\infty\frac{x^4e^x}{(e^x-1)^2}\,dx\ \propto\ T^3 .$$

The constant $C$ falls with the segment length $L$, because the wave must tunnel. Setting $q=i\kappa$ in the long-wave dispersion gives $\kappa=\sqrt{\omega_0^2-\omega^2}/v$, and the transmitted power of a long segment falls as $e^{-2\kappa L}$. In the example $1/\kappa=1.17$ nm at zero frequency.

Take 39 truncated units, or 4.95 nm. The three units next to them on each side also lose one third-neighbour coupling each and keep their self term. The conductance is then $1.35\times10^{-6}$ pW/K at 1 K and $1.11\times10^{-5}$ pW/K at 2 K. The ratio is 8.25, close to the cubic value 8. The small excess agrees in sign with the local power of $\omega$ in the transmission, 2.006 between $0.02\,\omega_0$ and $0.04\,\omega_0$. At 5 K the segment conducts $2.3\times10^{-4}$ pW/K, about 180 times more than the fully truncated wire but still far below the intact 4.73 pW/K. A spurious $T^3$ law can thus come from the same fault as a spurious exponential. Because $C$ falls exponentially with $L$, a longer segment reaches the cubic law only at lower temperature. With 100 truncated units the conductance at 5 K is $6.3\times10^{-7}$ pW/K, of which 97 % is carried above the gap; it is activated like that of the fully truncated wire and about half as large, although both leads are intact. The cubic power belongs to waves with $\omega\propto q$, such as stretching waves; bending waves, with $\omega\propto q^2$, meet a different resistance from the leads and need not follow it.

## How the example compares with a real chain

The mass, spacing and main spring are round values in the rough regime of one stretched polyethylene chain, with each CH$_2$ unit treated as a point. The third-neighbour spring was chosen for illustration. The real backbone is a zigzag, so stretching mixes with bending and the longitudinal branch ends much lower than the model's 150 meV, roughly at 60 meV. In the model, the share of the intact conductance carried above 60 meV is $3\times10^{-13}$ at 20 K but 36 % at 300 K. The intact low-temperature values are therefore insensitive to where the band ends. The truncated ones depend exponentially on the gap, and so on the directions of the deleted springs in the zigzag; neither they nor the 300 K row are estimates for polyethylene.

The table also describes one channel out of four. If the other three are intact, the total at 5 K falls to 0.75 of its proper value, not to nearly zero. In a zigzag, however, a deleted spring inclined to the axis leaves a transverse residual too, and can pin in-plane bending as well. A spring along the line between two atoms of the planar zigzag leaves the out-of-plane motions unpinned, and a deleted torsional coupling between third neighbours acts on them as a negative spring, giving instability rather than a gap. The total becomes exponentially small only when all four channels are gapped.

Anharmonicity was neglected. The zero-point fluctuation of a bond is 5.0 pm in the model. With a rough Morse range parameter of 20 nm$^{-1}$, the square of their product is 0.01; with numerical factors of order one, this suggests a spring change of up to a few per cent. Such forces still depend on relative positions, so they shift the sound speed without opening this gap. Kinks and imperfect contacts, which the model omits, can reduce the transmission of a real chain below 1; their effect is not sized here.

## What to check

Before a low-temperature calculation, add the self term of each atom to its couplings with all partners and compare the residuals with the tolerance above. Then look at the squared frequencies near $q=0$: a positive offset signals pinning, a negative one instability. Finally, divide the conductance of the perfect free wire by $\pi^2k_B^2T/3h$. As $T\to0$ the quotient should approach 4, one for each acoustic branch, or 3 for a straight single-file chain of atoms, which has no torsion. The underlying values are collected in the numerical output.

## Computed values

```
unit mass 14 u, spacing 0.127 nm
springs K1, K2, K3: 300, 10, 2 N/m
self term, original / rebuilt: 624 / 620 N/m
residual stiffness S: 4.00 N/m, S/self term: 0.00641
gap omega0: 1.3117e+13 rad/s
gap energy: 8.634 meV
gap temperature hbar*omega0/kB: 100.19 K
band top, intact: 150.04 meV
band top, truncated: 149.79 meV
sound speed, intact: 15.76 km/s
sound speed, rebuilt self term: 15.36 km/s
T (K) | x0 | G intact (pW/K) | G truncated (pW/K) | ratio
5 | 20.038 | 4.732 | 1.266e-06 | 2.674e-07
10 | 10.019 | 9.464 | 1.569e-02 | 1.657e-03
20 | 5.010 | 18.929 | 1.433e+00 | 7.571e-02
300 | 0.334 | 271.588 | 2.428e+02 | 8.939e-01
largest |transmission-1|, intact: 9.7e-06
largest |transmission-1|, rebuilt: 9.9e-06
S giving hbar*omega0 = kB*(5 K): 9.962e-03 N/m
  as a fraction of K1: 3.32e-05
  conductance ratio then at 5 K: 0.704
negative residual: M*omega^2 at q=0: -4.00 N/m
  lowest transmission found: 1.0000
segment length (39 units): 4.95 nm
decay length 1/kappa at omega=0: 1.172 nm
segment: power of omega in transmission: 2.006
segment conductance at 1 K: 1.348e-06 pW/K
segment conductance at 2 K: 1.112e-05 pW/K
segment conductance at 5 K: 2.258e-04 pW/K
segment G(2 K)/G(1 K): 8.249
random wire omega^2 (model units), lower bound: 0.01085
  minimum over q: 0.02055
  rigid-translation estimate: 0.02055
  error ratio on halving the residual: 3.991
4 channels, 1 gapped, 5 K: fraction left 0.7500
weight above 60 meV at 20 K: 3.0e-13
weight above 60 meV at 300 K: 0.357
zero-point rms bond change: 4.98 pm
Morse range parameter (rough): 20 1/nm
anharmonic spring change, order of: 0.0099
```
